# Why a perfect non-punch-through device scores one quarter on εμEc³

**Q:** I am judging a drift layer designed for 1500 V. I let the computer make it perfect: uniform doping, no contact resistance, no substrate, and depletion reaching the far side just as breakdown begins. It gives $V^2/R=2.77$ GW/cm². The material offers $\varepsilon\mu E_c^3=11.07$ GW/cm². So even this ideal layer reaches a quarter of its material limit. Where is the rest lost?

**A:** Nothing is lost. The product $\varepsilon\mu E_c^3$ has the right dimensions and the right dependence on the material, but it is not the value of $V^2/R$ for that layer. What do you mean by each symbol?

**Q:** $V$ is the blocking voltage, $R$ is resistance times area, $\varepsilon$ is the permittivity and $\mu$ the electron mobility. $E_c$ is the peak field at breakdown.

**A:** Good; "peak" will matter. Put the junction at $x=0$ and the n-type drift region, with donor density $N$, between $0$ and $W$. The other side of the junction is so heavily doped that it takes a negligible share of the voltage. In the blocking state the electrons are gone and the charge density is $+qN$. The field points from the donors back towards the junction, along $-x$. If $E$ denotes its magnitude, Poisson's equation reads

$$\frac{dE}{dx}=-\frac{qN}{\varepsilon},\qquad E(x)=E_c-\frac{qNx}{\varepsilon}.$$

Your layer is non-punch-through: the field just vanishes at $x=W$. Therefore

$$qNW=\varepsilon E_c .$$

The voltage is the area under the field:

$$V=\int_0^W E\,dx=E_cW-\frac{qNW^2}{2\varepsilon}=E_cW-\frac{E_cW}{2}=\frac{E_cW}{2}.$$

So $W=2V/E_c$. Now take a unipolar device, such as a field-effect transistor or a Schottky diode, in which only the electrons from the donors carry the on-state current. What is the resistance when the device is on?

**Q:** If all donors are ionised and the whole layer conducts, the conductivity is $q\mu N$, so $R=W/(q\mu N)$.

**A:** Replace $qN$ by $\varepsilon E_c/W$, and then $W$ by $2V/E_c$:

$$R=\frac{W^2}{\varepsilon\mu E_c}=\frac{4V^2}{\varepsilon\mu E_c^3},\qquad\text{so}\qquad \frac{V^2}{R}=\frac{\varepsilon\mu E_c^3}{4}.$$

The quarter you found is the value for a perfect layer of this type.

**Q:** Let me check it with my numbers. I took a relative permittivity of 10, so $\varepsilon=8.854\times10^{-13}$ F/cm, with $\mu=800$ cm²/Vs and $E_c=2.5$ MV/cm.

**A:** Then

$$W=\frac{2\times1500\ \text{V}}{2.5\times10^{6}\ \text{V/cm}}=1.2\times10^{-3}\ \text{cm}=12\ \mu\text{m}.$$

The doping $N=\varepsilon E_c/(qW)$ is $1.15\times10^{16}$ cm⁻³, and

$$R=\frac{4\times(1500\ \text{V})^2}{11.07\times10^{9}\ \text{W/cm}^2}=0.813\times10^{-3}\ \Omega\,\text{cm}^2 .$$

Your belief amounts to expecting $V^2/(\varepsilon\mu E_c^3)=0.203$ mΩcm² instead.

**Q:** What sort of layer would have that lower resistance?

**A:** One with two incompatible properties. Suppose the field stayed at $E_c$ throughout, so that the width were only $V/E_c$. Suppose also that the layer held the full donor charge $\varepsilon E_c$ per area, spread uniformly. Then $R=W^2/(\varepsilon\mu E_c)$ would give $V^2/(\varepsilon\mu E_c^3)$. But that charge is just what brings the field down to zero across the layer. The mean field is then $E_c/2$, and the width must double. With the same charge spread over twice the width, the doping halves. Twice the length at half the conductivity gives four times the resistance.

**Q:** Then why does anyone quote the product without the quarter?

**A:** For ranking materials it does no harm, as long as each $E_c$ is the peak field of the layer being compared. If both devices are non-punch-through, the quarter cancels in the ratio. Take a second set of parameters: relative permittivity 9, mobility 1200 cm²/Vs and critical field 3.0 MV/cm. The ratio of products is

$$\frac{9}{10}\times\frac{1200}{800}\times\left(\frac{3.0}{2.5}\right)^3=2.33,$$

and the ratio of $V^2/R$ for the two perfect layers, found by integrating their fields and resistances, is also 2.33. The trouble starts when one side of a comparison is a device and the other is the bare product. On a logarithmic plot of $R$ against $V$, the line $R=V^2/(\varepsilon\mu E_c^3)$ lies a factor of 4, or 0.60 of a decade, below the non-punch-through line.

**Q:** So I should call 2.77 GW/cm² the material limit, and nothing made from this material can beat it.

**A:** The first half needs an adjective and the second half is false. It is the *non-punch-through* limit. Make the layer thinner, so that the field is still finite when it reaches the heavily doped substrate, which then terminates it. Keep $E_c$ and $\mu$ fixed for now, and define the fraction of the peak field that is lost across the layer:

$$s=\frac{qNW}{\varepsilon E_c},\qquad 0<s\le1 .$$

The same integral as before gives $V=E_cW(1-s/2)$. Since $qN=s\,\varepsilon E_c/W$, the resistance is $R=W^2/(s\,\varepsilon\mu E_c)$. Eliminating $W=V/[E_c(1-s/2)]$,

$$\frac{V^2}{R}=\varepsilon\mu E_c^3\,f(s),\qquad f(s)=s\left(1-\frac s2\right)^2 .$$

**Q:** At $s=1$ that returns $1/4$. At small $s$ it goes to zero, because a nearly undoped layer blocks well but hardly conducts.

**A:** Yes, and between the two there is a maximum. Differentiate:

$$f'(s)=\left(1-\frac s2\right)^2-s\left(1-\frac s2\right)=\left(1-\frac s2\right)\left(1-\frac{3s}{2}\right).$$

The first factor is positive in our range. The second changes from positive to negative at $s=2/3$, where

$$f=\frac23\left(\frac23\right)^2=\frac{8}{27}=0.296 .$$

For 1500 V this layer is 9.0 µm thick, with doping $1.02\times10^{16}$ cm⁻³ and resistance 0.686 mΩcm². Its $V^2/R$ is 18.5% above the non-punch-through value. Scored against your quarter it would get 118.5%, without breaking any law.

**Q:** Then perhaps a cleverly graded doping could climb all the way to the bare product.

**A:** It cannot, as long as the problem stays one-dimensional and unipolar, with fixed $\mu$ and $E_c$. A forward-biased p-n diode falls outside this bound, because injected holes and the electrons that neutralise them raise the conductivity far above $q\mu N$. Because $N>0$, the field falls steadily from $E_c$ to some value $E_W\ge0$ at the far side. We may therefore use $E$ instead of $x$ as the variable. Define

$$g(E)=-\frac{dx}{dE}=\frac{\varepsilon}{qN}.$$

Then $dx=g\,dE$ when we integrate upwards in field, and

$$V=\int_{E_W}^{E_c}E\,g\,dE,\qquad R=\int_0^W\frac{dx}{q\mu N}=\frac{1}{\varepsilon\mu}\int_{E_W}^{E_c}g^2\,dE .$$

The second $g$ in $R$ comes from $1/(qN)=g/\varepsilon$. Now use the fact that a square is never negative. For any constant $\lambda$,

$$0\le\int(g-\lambda E)^2dE=\int g^2dE-2\lambda\int Eg\,dE+\lambda^2\int E^2dE .$$

Choose $\lambda=\int Eg\,dE/\int E^2dE$. The last two terms combine to $-(\int Eg\,dE)^2/\int E^2dE$, so

$$V^2\le\int_{E_W}^{E_c}E^2dE\int_{E_W}^{E_c}g^2dE\le\frac{E_c^3}{3}\,\varepsilon\mu R .$$

Hence $V^2/R\le\varepsilon\mu E_c^3/3$ for every doping profile in this model.

**Q:** Is the third reached, or is it just a ceiling?

**A:** It is reached by an idealised profile. Equality needs $g=\lambda E$ and $E_W=0$. Integrating from the junction,

$$x=\int_E^{E_c}\lambda E'\,dE'=\frac{\lambda}{2}\left(E_c^2-E^2\right).$$

Setting $E=0$ gives $W=\lambda E_c^2/2$, so

$$E=E_c\sqrt{1-\frac xW},\qquad N=\frac{\varepsilon}{q\lambda E}=\frac{\varepsilon E_c}{2qW\sqrt{1-x/W}} .$$

The doping rises towards the substrate and diverges there, though the total charge per area is still the finite $\varepsilon E_c$. A real layer can only approximate it, and its mobility would fall where the doping is high. The area under this field is $V=\tfrac23E_cW$, so 1500 V again needs 9.0 µm. The resistance is $3V^2/(\varepsilon\mu E_c^3)=0.610$ mΩcm².

A numerical search over 40 layers of free thickness, each taking an equal share of the field drop, also arrived at 0.333 of the product. The best of 3000 random profiles of the same kind reached 0.26.

**Q:** And structures with alternating p and n columns?

**A:** The inequality does not cover them. It relies on the doping at $x$ fixing the slope of the field at $x$. Neighbouring columns of opposite charge break that link, because field lines can run sideways from one column to the next.

**Q:** Here is something that worries me. A friend scored the same perfect 1500 V layer against the bare product and got 200%, not 25%.

**A:** Did your friend take the critical field to be voltage divided by thickness?

**Q:** Yes: 1500 V over 12 µm, which is 1.25 MV/cm.

**A:** That is the mean field $\bar E=V/W$. In a non-punch-through layer it is $E_c/2$, so $E_c^3=8\bar E^3$ and

$$\frac{V^2}{R}=\frac{\varepsilon\mu\,(8\bar E^3)}{4}=2\,\varepsilon\mu\bar E^3 .$$

One layer thus scores 0.25 or 2, depending on which field is cubed. The quarter belongs to the peak field.

**Q:** Now a reading. Suppose a device made of this material shows 1200 V and 1.0 mΩcm². I would have called it 13% of the limit.

**A:** Its merit is

$$\frac{(1200\ \text{V})^2}{1.0\times10^{-3}\ \Omega\,\text{cm}^2}=1.44\ \text{GW/cm}^2 .$$

That is 13% of the bare product, but 52% of the non-punch-through limit, if $E_c$ is held at 2.5 MV/cm. Against the best uniform punch-through layer it is $0.130/0.296$, or 44%. The first figure suggests that a nearly eightfold improvement is waiting. The second says that a perfect non-punch-through layer would gain slightly less than a factor of 2.

**Q:** You keep saying "if $E_c$ is held". Isn't it a property of the material?

**A:** Not of the material alone. Avalanche breakdown occurs when carriers multiply enough over the whole high-field region, so the shape of the field matters too. A simple model gives electrons and holes one ionisation coefficient $\alpha=KE^7$ and puts breakdown at $\int\alpha\,dx=1$. The power 7 is a model choice. For a non-punch-through layer, $dx=(\varepsilon/qN)\,dE$ gives

$$\frac{\varepsilon K}{qN}\int_0^{E_c}E^7dE=\frac{\varepsilon KE_c^8}{8qN}=1,\qquad\text{so}\qquad E_c\propto N^{1/8}.$$

That looks harmless until it is cubed. A critical field taken from a layer with ten times the doping is larger by $10^{1/8}=1.33$, and its cube by 2.37. A perfect device would then score $1/2.37$, or 42%, even with the quarter in place.

**Q:** So the $E_c$ in the formula must be the one for the doping of the perfect layer it describes. Does that touch my 1200 V reading?

**A:** Somewhat. In a non-punch-through layer $N=\varepsilon E_c^2/(2qV)$, which follows from $qNW=\varepsilon E_c$ and $W=2V/E_c$. Put this into $E_c^8\propto N$ and you get $E_c^6\propto1/V$, hence $E_c^3\propto V^{-1/2}$. We set $E_c$ at 1500 V. At 1200 V the limit is higher by $\sqrt{1500/1200}=1.12$, and the score drops from 52% to about 47%. A perfect non-punch-through layer would then gain slightly more than a factor of 2, not slightly less. The limiting resistance also grows as $V^{5/2}$ in this model, not as $V^2$. The factor of 4 survives at each voltage, because the triangular field and the resistance are calculated as before.

**Q:** And the advantage of punch-through?

**A:** It shrinks. Let $E_p$ be the peak field at breakdown, now free to vary. With the far-side field $(1-s)E_p$, the condition becomes $E_p^8[1-(1-s)^8]\propto N$. Near the optimum the bracket differs from 1 by about $10^{-5}$, so drop the small term. At fixed voltage,

$$N=\frac{s\,\varepsilon E_p}{qW}=\frac{\varepsilon E_p^2}{qV}\,s\left(1-\frac s2\right),\qquad\text{so}\qquad E_p^6\propto s\left(1-\frac s2\right).$$

Taking the square root gives $E_p^3$, and the merit becomes

$$\frac{V^2}{R}\propto E_p^3\,s\left(1-\frac s2\right)^2\propto s^{3/2}\left(1-\frac s2\right)^{5/2}.$$

Setting the derivative of its logarithm to zero,

$$\frac{3}{2s}=\frac{5/4}{1-s/2}\quad\Rightarrow\quad\frac32-\frac{3s}{4}=\frac{5s}{4}\quad\Rightarrow\quad s=\frac34 .$$

Relative to $s=1$ the gain is $(3/4)^{3/2}(5/8)^{5/2}/(1/2)^{5/2}=1.135$. A numerical solution that keeps the small term gives the same 1.135. The gain is thus 13.5% instead of 18.5%: the lighter doping lowers the peak field that the layer can bear.

**Q:** How close are these numbers to a real device?

**A:** The parameters are round values in the regime of n-type 4H silicon carbide, rough and not fitted to any wafer. The losses below are therefore estimates, not predictions for a particular device. Of the effects estimated here, a rise in temperature costs most. If the mobility falls as $T^{-2.4}$, a rough power, the resistance at 450 K is 2.65 times that at 300 K for a fixed electron density. With the donor level used below, ionisation rises from 94% to 99% on heating and the ratio is nearer 2.5. The hot device then scores 38% against the room-temperature limit, with $V$ unchanged. The substrate costs less: 100 µm at 0.02 Ωcm adds 0.20 mΩcm² and lowers a perfect layer's score from 100% to 80%. That is a thinned substrate; 350 µm would lower the score to 54%. A transistor also has channel and contact resistance, which this model leaves out. An edge that breaks down early is costly as well, since a voltage 20% low takes 36% off $V^2$.

**Q:** What other effects did you check?

**A:** With a single donor level 0.10 eV deep, 94% of the donors are ionised at 300 K, which raises $R$ by about 6% at fixed mobility. The mobility depends on direction; with a rough ratio of 1.2, using the wrong one shifts the limit by about 20%. So use the mobility along the current. In 4H silicon carbide the critical field depends on direction too, and because it is cubed its effect on the limit is larger, so take $E_c$ along the field as well. A built-in potential of 3 V depletes a fraction $\sqrt{3/1500}=4.5\%$ of the width at zero bias, and a depleted slab in the current path blocks rather than conducts. In the on state it is either shrunk by forward bias, which adds a junction voltage drop, or bypassed by a channel. Neither is included in $R$.

Three further effects are negligible here. At 200 A/cm² the on-state field is 136 V/cm, against a saturation scale of 25,000 V/cm. The electron density is below a thousandth of the effective density of states, so the electrons are not degenerate. Tunnelling across the gap, estimated roughly with the peak field applied across the whole layer, gives something like $10^{-10}$ A/cm². That figure could be wrong by several powers of ten, and the blocking loss, this current times 1500 V, would still be far below the on-state loss $J^2R$ of about 33 W/cm². Leakage through a Schottky barrier is a separate matter that this estimate does not cover. The program lists the inputs to these estimates.

**Q:** Then I will change the label on my plot. The line $\varepsilon\mu E_c^3/4$ becomes "non-punch-through limit, 300 K", with $E_c$ as the peak field of the perfect non-punch-through layer at each voltage, and $\mu$ as the mobility at that layer's doping.

**A:** And a point slightly better than that line should make you ask at least three things before you doubt the measurement: whether the device is unipolar and one-dimensional, whether the layer punches through or is graded, and how well $E_c$ is known. A critical field 10% higher raises the limit by 33%, which is more than uniform punch-through gains.

## Computed values

```
relative permittivity: 10.0
mobility: 800 cm2/Vs
critical (peak) field: 2.50 MV/cm
blocking voltage: 1500 V
permittivity: 8.8542e-13 F/cm
bare product eps*mu*Ec^3: 11.068 GW/cm2
NPT limit, product/4: 2.767 GW/cm2
NPT width: 12.00 um
NPT doping: 1.151e+16 cm^-3
NPT resistance: 0.8132 mohm cm2
NPT V^2/R: 2.767 GW/cm2
naive resistance V^2/product: 0.2033 mohm cm2
NPT score on bare product: 0.2500
second material: eps_r 9.0, mu 1200 cm2/Vs, Ec 3.0 MV/cm
ranking ratio from devices: 2.3328
ranking ratio from products: 2.3328
best uniform PT width: 9.00 um
best uniform PT doping: 1.023e+16 cm^-3
best uniform PT resistance: 0.6861 mohm cm2
best uniform PT fractional field drop: 0.667
best uniform PT score on bare product: 0.2963
graded profile width: 9.00 um
graded profile resistance: 0.6099 mohm cm2
graded profile score on bare product: 0.3333
free search over 40 layers, best score: 0.3333
best of 3000 random profiles: 0.2615
NPT mean field V/W: 1.250 MV/cm
NPT score if mean field is used: 2.000
reading: 1200 V, 1.0 mohm cm2
reading V^2/R: 1.440 GW/cm2
reading / bare product: 13.0 %
reading / NPT limit: 52.0 %
Ec ratio at tenfold doping: 1.334
Ec^3 ratio at tenfold doping: 2.371
PT gain over NPT, fixed Ec: 1.185
PT gain over NPT, avalanche model: 1.135
hot case: 450 K, mobility power -2.4
resistance factor, hot / 300 K: 2.65
substrate: 100 um, 0.02 ohm cm
substrate resistance: 0.20 mohm cm2
score on NPT limit with substrate: 0.803
donor depth: 0.10 eV; Nc: 1.7e+19 cm^-3
ionised donor fraction at 300 K: 0.942
degeneracy measure n/Nc: 6.4e-04
mobility anisotropy factor (rough input): 1.2
built-in potential: 3.0 V
width fraction depleted at zero bias: 0.045
on-state field at 200 A/cm2: 136 V/cm
saturation field scale v_sat/mu: 25000 V/cm
tunnelling inputs: gap 3.2 eV, mass 0.4 m_e
interband tunnelling exponent: 58.3
tunnelling current, rough ceiling: 2.3e-10 A/cm2
```
